\section*{Single and paired misfit dislocations in a capped strained layer}

\section*{Setting}

A layer of thickness $h$ has been grown coherently on a thick substrate and covered by a cap of thickness $H$. The cap has the substrate's lattice constant and is therefore unstrained; the layer carries a biaxial misfit strain of magnitude $\varepsilon$. A dislocation that threads the structure can move sideways and leave misfit dislocation line behind it. Two modes are possible.

\begin{itemize}
\item \emph{Single}: the whole thread moves, through layer and cap, and leaves one line at the lower interface.
\item \emph{Pair}: the thread moves within the layer alone and leaves two lines of opposite sign, one at each interface.
\end{itemize}

If an advance by unit length releases work $W$ from the misfit stress and creates line of energy $E$, the driving force on the thread is $W-E$. The energy $E$ is the line-tension requirement. The problem is to find $E$ for each mode and to decide which mode sets the requirement.

All parts assume isotropic linear elasticity with equal moduli everywhere (shear modulus $G$, Poisson ratio $\nu$), an isolated first dislocation, no lattice friction and no surface-step energy. The lines run along $y$; $x$ lies in the interface and $z$ points up. The glide plane makes an angle $\phi$ with the interface and contains the Burgers vector, whose screw part is $b_s$ and whose edge part is $b_e(\cos\phi,\sin\phi)=(b_x,b_z)$ in the $xz$ plane. With $\theta$ the angle between Burgers vector and line, $b_e=b\sin\theta$ and $b_s=b\cos\theta$.

\section*{(a) The driving work}

\emph{Find $W$ for both modes.}

\textbf{Solution.} In the layer $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$ and $\sigma_{zz}=0$. Hooke's law with Young's modulus $2G(1+\nu)$ gives $\varepsilon=\sigma(1-\nu)/[2G(1+\nu)]$, so
\begin{equation}
\sigma=M\varepsilon,\qquad M=\frac{2G(1+\nu)}{1-\nu}.
\end{equation}
The glide plane has normal $\mathbf n=(-\sin\phi,0,\cos\phi)$. The traction on it is $\sigma\cdot\mathbf n=(-\sigma\sin\phi,0,0)$, whose product with the Burgers vector has magnitude $\sigma b_x\sin\phi$; the screw part does no work. The slipped strip inside the layer has width $h/\sin\phi$. With the sign of slip that relieves the misfit,
\begin{equation}
W=\sigma b_x\sin\phi\,\frac{h}{\sin\phi}=M\varepsilon b_xh .
\end{equation}
In the single mode the cap slips too, but its misfit stress is zero. Both modes have the same $W$ and differ in $E$ alone.

\section*{(b) One dislocation below a free surface}

\emph{Find the energy per length $E_1(D)$ of one line at depth $D$.}

\textbf{Solution.} The dislocation is made by slipping the strip of glide plane between line and surface. The stress on the strip grows in proportion to the slip, so
\begin{equation}
E=\tfrac12\int \mathbf b\cdot\sigma\cdot\mathbf n\,ds ,
\label{work}
\end{equation}
taken from a distance $r_0$ from the line. The cutoff $r_0$ absorbs the core energy, the same for every line.

\emph{Edge part in bulk.} Put $\sigma_{xx}=\chi_{zz}$, $\sigma_{zz}=\chi_{xx}$, $\sigma_{xz}=-\chi_{xz}$, where subscripts on $\chi$ are derivatives. This satisfies equilibrium, and compatibility requires $\nabla^2\nabla^2\chi=0$. For $b_x$ with the line at the origin, try $\chi=-Kb_xz\ln r$, so that $\nabla^2\chi=-2Kb_xz/r^2$. In plane strain
\[
2G\,\partial_xu_x=\chi_{zz}-\nu\nabla^2\chi=-\chi_{xx}+(1-\nu)\nabla^2\chi ,
\]
so $2Gu_x=-\chi_x+(1-\nu)p$ with $\partial_xp=\nabla^2\chi$. Because the polar angle $\vartheta$ obeys $\partial_x\vartheta=-z/r^2$, we have $p=2Kb_x\vartheta$. The companion function in $u_z$ is $-2Kb_x\ln r$, which is single-valued and satisfies the shear relation, since $\partial_zp=2Kb_xx/r^2=-\partial_x(-2Kb_x\ln r)$. One turn changes $u_x$ by $(1-\nu)2Kb_x\,2\pi/(2G)$. Setting this equal to $b_x$ gives
\begin{equation}
K=\frac{G}{2\pi(1-\nu)}\equiv 2g .
\end{equation}
Rotation by $90^\circ$ gives $\chi=Kb_zx\ln r$ for the component $b_z$.

\emph{Free surface.} Let the surface be $z=0$, the solid $z<0$ and the line at $(0,-D)$. Write $r_1^2=x^2+(z+D)^2$ and $r_2^2=x^2+(z-D)^2$. The surface is free of traction if $\nabla\chi=0$ on it. This is achieved by
\begin{align}
\chi^{(x)}&=Kb_x\Big[-(z+D)\ln\frac{r_1}{r_2}-\frac{2Dz(z-D)}{r_2^2}\Big],\\
\chi^{(z)}&=Kb_z\Big[x\ln\frac{r_1}{r_2}-\frac{2Dxz}{r_2^2}\Big].
\end{align}
The added terms are a harmonic function times a linear one, hence biharmonic, and are singular only outside the solid. Both functions vanish at $z=0$, so $\chi_x=0$ there. With $\rho^2=x^2+D^2$, the $z$ derivatives at $z=0$ are
\begin{align*}
\chi^{(x)}_z&=Kb_x\Big[-D\Big(\frac{D}{\rho^2}+\frac{D}{\rho^2}\Big)+\frac{2D^2}{\rho^2}\Big]=0,\\
\chi^{(z)}_z&=Kb_z\Big[x\Big(\frac{D}{\rho^2}+\frac{D}{\rho^2}\Big)-\frac{2Dx}{\rho^2}\Big]=0 .
\end{align*}

\emph{The work.} Along the cut $d/ds=\cos\phi\,\partial_x+\sin\phi\,\partial_z$, and the traction components are
\begin{align*}
-\sigma_{xx}\sin\phi+\sigma_{xz}\cos\phi&=-\frac{d\chi_z}{ds},&
-\sigma_{xz}\sin\phi+\sigma_{zz}\cos\phi&=\frac{d\chi_x}{ds}.
\end{align*}
The integral in \eqref{work} is thus a difference of end values. The surface end contributes nothing, which leaves
\begin{equation}
E_{\rm edge}=\tfrac12\big[b_x\chi_z-b_z\chi_x\big]_{\rm core\ end}.
\end{equation}
At the core end $x=r_0\cos\phi$ and $z+D=r_0\sin\phi$. To leading order in $r_0/D$, $r_2=2D$. With $L=\ln(2D/r_0)$, $c=\cos\phi$ and $s_\phi=\sin\phi$,
\begin{align*}
\chi_z&=Kb_x\big[L-s_\phi^2+\tfrac12\big]+Kb_zs_\phi c,\\
\chi_x&=-Kb_xs_\phi c+Kb_z\big[-L+c^2+\tfrac12\big].
\end{align*}
The first $\tfrac12$ is $-2D\,\partial_z[z/(z-D)]=2D^2/(z-D)^2$ at $z=-D$; the second is $-2Dz/r_2^2$ there. Inserting $b_x=b_ec$ and $b_z=b_es_\phi$,
\begin{align*}
b_x\chi_z-b_z\chi_x
&=Kb_e^2\big[(c^2+s_\phi^2)L-c^2s_\phi^2+\tfrac12c^2+2s_\phi^2c^2-s_\phi^2c^2-\tfrac12s_\phi^2\big]\\
&=Kb_e^2\big[L+\tfrac12\cos2\phi\big].
\end{align*}

\emph{Screw part.} Its stresses are $\sigma_{yx}=-\partial_zS$ and $\sigma_{yz}=\partial_xS$ with $S=(Gb_s/2\pi)\ln(r_1/r_2)$. Since $S=0$ on the surface, $\sigma_{yz}=0$ there. The traction on the cut is $dS/ds$, so the energy is $-\tfrac12b_sS_{\rm core\ end}=(Gb_s^2/4\pi)L$, and $G/4\pi=g(1-\nu)$. Edge and screw tractions are perpendicular, so there is no cross term. The sum is
\begin{equation}
E_1(D)=g\Lambda\ln\frac{2D}{r_0}+\frac{g b_e^2}{2}\cos2\phi,\qquad
\Lambda=b_e^2+(1-\nu)b_s^2=b^2(1-\nu\cos^2\theta).
\label{single}
\end{equation}

As a test of the edge constant, the image stress was rebuilt by superposing point loads on the surface and \eqref{work} was integrated numerically for $\phi=35^\circ$, $54.7^\circ$ and $80^\circ$ with $r_0/D=10^{-4}$. The largest difference from \eqref{single} was $5\times10^{-5}$ in units of $gb_e^2$.

\section*{(c) The pair under a very thick cap}

\emph{Find the pair energy $E_2$ and compare it with that of an uncapped layer of the same thickness.}

\textbf{Solution.} Both lines lie on one glide plane, a distance $R=h/\sin\phi$ apart. On its own glide plane an edge line gives the shear stress $Kb_e/s$, and a screw gives $Gb_s/(2\pi s)$. The second line has the opposite Burgers vector but sees the strip from the other side, so the two stresses add:
\begin{align}
E_2&=\tfrac12\Big(Kb_e^2+\frac{Gb_s^2}{2\pi}\Big)\int_{r_0}^{R-r_0}\Big(\frac1s+\frac1{R-s}\Big)ds\notag\\
&=2g\Lambda\ln\frac{R-r_0}{r_0}\simeq2g\Lambda\ln\frac{h}{r_0\sin\phi}.
\label{pair}
\end{align}
For the uncapped layer $D=h$, and at equal $h$
\begin{equation}
\frac{E_2}{E_1(h)}=\frac{2\ln[h/(r_0\sin\phi)]}{\ln(2h/r_0)+b_e^2\cos2\phi/(2\Lambda)} .
\label{ratio}
\end{equation}
The ratio tends to 2 as $h/r_0\to\infty$, but only logarithmically. It lies below 2 when $-\ln\sin\phi<\ln2+b_e^2\cos2\phi/(2\Lambda)$. For a pure screw on a vertical plane it is $2\ln(h/r_0)/\ln(2h/r_0)$: two lines cost two logarithms, but the pair's field is cut off at $h$, whereas a line below a surface has its image at $2h$.

\section*{(d) Which mode does a finite cap select?}

\emph{Find the cap thickness $H^*$ above which the pair is the cheaper mode.}

\textbf{Solution.} In the single mode the line lies at depth $h+H$ and costs $E_1(h+H)$. The pair feels the surface weakly when $H\gg h$. Its image stress is of order $KbR/H^2$ and acts on slip $b$ over a width $R$, so the correction to \eqref{pair} is of order $Kb^2(h/H)^2$. Neglecting it, equality of the costs reads
\[
\ln\frac{2(h+H^*)}{r_0}+\frac{b_e^2\cos2\phi}{2\Lambda}=\ln\frac{h^2}{r_0^2\sin^2\phi},
\]
and exponentiation gives
\begin{equation}
h+H^*=\frac{h^2}{2r_0\sin^2\phi}\exp\Big(-\frac{b_e^2\cos2\phi}{2\Lambda}\Big).
\label{cross}
\end{equation}
Since $H^*/h$ is of order $h/r_0\gg1$, the neglect is consistent. Two logarithms of $h$ equal one logarithm of $h^2$, which is why the crossover length is $h^2/r_0$ and not $h$. For the vertical screw, \eqref{cross} reduces to $h+H^*=h^2/(2r_0)$.

The statement that a capped layer relaxes by a pair, at about twice the uncapped cost, therefore holds at onset for $H>H^*$. Under a thinner cap the single line sets a requirement that rises as $\ln(h+H)$.

\section*{(e) A worked case}

\emph{Take $G=68$ GPa, $\nu=0.22$, $b=0.38$ nm, $r_0=0.10$ nm, $\varepsilon=0.80\,\%$, $h=20$ nm, $H=200$ nm and $60^\circ$ dislocations on $\{111\}$ planes of a (001) film. Does the layer relax, and by which mode?}

\textbf{Solution.} The geometry gives $\phi=54.74^\circ$, $b_e=0.329$ nm and $b_x=0.190$ nm. Then $\Lambda=0.1365\ \mathrm{nm}^2$ and $g\Lambda=5.909$ eV/nm, and the constant in \eqref{single} is $-0.782$ eV/nm. With $M=212.7$ GPa the film stress is 1.702 GPa. Using $1\ \mathrm{GPa\,nm^2}=1\ \mathrm{nJ/m}=6.24$ eV/nm,
\begin{align*}
W&=1.702\times0.190\times20\times6.24=40.4\ \text{eV/nm},\\
E_1(h)&=5.909\ln400-0.782=34.6\ \text{eV/nm},\\
E_1(h+H)&=5.909\ln4400-0.782=48.8\ \text{eV/nm},\\
E_2&=2\times5.909\ln\frac{200}{0.8165}=65.0\ \text{eV/nm}.
\end{align*}
Without a cap $W>E$ and the layer can relax. Under the 200 nm cap $W$ is smaller than either cost and the layer is stable against both modes. The pair costs 1.88 times the uncapped line, but the cheaper single line only 1.41 times.

At fixed $h$ the critical strain is $\varepsilon E/W$: $0.69\,\%$ uncapped, $0.97\,\%$ under the 200 nm cap and $1.29\,\%$ for the pair. At fixed strain the critical thickness solves $E=W$: 16.6 nm uncapped, 24.2 nm under the 200 nm cap and 35.6 nm for the pair. The last is 2.14 times the first, more than the energy ratio at 20 nm, because the pair energy grows between 20 and 35.6 nm and, to a lesser degree, because the single-line energy is lower at 16.6 nm than at 20 nm.

From \eqref{cross},
\[
h+H^*=\frac{400}{2\times0.10\times0.667}\,e^{0.132}\simeq3420\ \text{nm},\qquad H^*\simeq3.4\ \mu\text{m}.
\]
Numerical integration of the slip work, surface included, puts the crossing at 3376 nm against 3404 nm from the formula. The difference comes from replacing $R-r_0$ by $R$ in \eqref{pair}, which changes $h+H^*$ by the fraction $2r_0/R=0.8\,\%$. The same integration found the pair dearer for caps of 2, 10, 50 and 200 nm and at $H^*/2$, and cheaper at $2H^*$. At the pair's own critical thickness of 35.6 nm, $H^*$ is about 11 $\mu$m.

\section*{(f) Beyond the first dislocation, and real layers}

\emph{When do pairs take over later, and how firm are the numbers?}

\textbf{Solution.} Single lines at spacing $p$ impose a mean strain $b_x/p$ on everything above them, cap included. With $\varepsilon_{yy}$ held fixed and $\sigma_{zz}=0$ the modulus is $2G/(1-\nu)$. The stored energy per area is then $G(b_x/p)^2(h+H)/(1-\nu)$, or per line
\begin{equation}
\frac{G b_x^2(h+H)}{(1-\nu)p}.
\end{equation}
Pairs at the same spacing strain the layer equally but leave the cap almost unstrained, so they save the cap's share $H/(h+H)$ of this energy, here $91\,\%$. If the misfit is large enough for both modes to release energy, an array of pairs has the lower energy once the saving reaches $E_2-E_1(h+H)=16.2$ eV/nm, which gives $p\approx240$ nm. The mean-strain picture needs $p\ll h+H=220$ nm, counts the edge part only and compares average energies, so this is an order of magnitude only. Summing the line interactions explicitly gives $p\approx155$ nm when the screw parts alternate in sign and about 220 nm when they are all equal. Asking instead when the next dislocation, added midway into an array of single lines, is cheaper as a pair gives about 360 and 480 nm. Single lines at onset can thus give way to pairs as relaxation proceeds.

Pairs can also appear without an array. Once $W>E_2$ the thread can advance in the layer alone, and the pair it leaves is metastable: carrying the upper line through the 200 nm cap to the surface crosses a barrier of about 20 eV/nm. For a rigid thread the excess force per unit thread length is in the ratio $(W-E_1(h+H))/(h+H)$ for the single mode to $(W-E_2)/h$ for the pair. The second is the larger above a strain of $1.32\,\%$, just beyond the pair's threshold of $1.29\,\%$. The energy ranking of (d) therefore fixes the mode at onset, but not for a layer strained beyond the pair threshold.

The parameters are rough values for a silicon--germanium layer with about one fifth germanium, buried in silicon. The least certain is $r_0$. With $r_0=b$ the pair ratio hardly moves, to 1.84, but $H^*$ falls to about 880 nm and the three critical thicknesses in (e) fall to about 12, 20 and 26 nm. The single mode also cuts a surface step of height $b_z=0.269$ nm. Charged at a rough surface energy of 1.5 J/m$^2$ times its height, the step adds 2.5 eV/nm to the single line (3.1 eV/nm if the full inclined face, of width $b_e$, is counted), lowers the pair ratio to 1.75 and brings $H^*$ to about 2.2 $\mu$m. Both changes together give about 570 nm, still above the 200 nm cap. The size of $H^*$ is thus uncertain by a factor of several, while the choice of mode in this example survives. The stability found in (e) is less firm: with $r_0=b$ the critical thickness under the cap is about 20 nm, the thickness of the layer itself.

Cubic elastic constants of 165, 65 and 80 GPa ($C_{11},C_{12},C_{44}$) multiply the logarithm's prefactor by 0.97 and the biaxial modulus by 0.84, which raises the critical strains by about $16\,\%$. Scaling $E$ and $W$ by these factors, with $r_0=0.10$ nm, moves the three critical thicknesses to about 20, 28 and 42 nm. The uncapped comparison in (e) then reads $W=33.9$ against $E=33.6$ eV/nm (36.1 with the step), so the verdict that the uncapped 20 nm layer can relax is marginal as well. A layer $4\,\%$ softer than its surroundings lowers the pair energy by at most 2.6 eV/nm, because at given slip the elastic energy cannot fall by a larger fraction than the moduli. An expansion mismatch of $6\times10^{-7}$ K$^{-1}$ over 550 K changes the strain by about $4\,\%$ of the misfit.

Real layers also depart from the assumption of free glide. With a rough barrier of 2.2 eV and an attempt rate of $10^{13}$ s$^{-1}$, activated steps occur about once per second at 850 K and $10^{-24}$ times per second at 300 K. This is a rate at one site and shows only the contrast between the two temperatures. It is not a velocity: the measured glide law for $60^\circ$ lines in silicon, with a prefactor of order $10^4$ m\,s$^{-1}$\,MPa$^{-1}$, gives of order 100 nm/s at 850 K under the uncapped layer's excess shear stress of about 100 MPa, and a negligible speed at 300 K. A layer beyond its critical thickness that is still strained after growth can therefore remain so at room temperature. Whether it survives the growth itself depends on temperature and time. This estimate does not convert into a shift of the critical thickness, which depends on thermal history and on the supply of threads. As a design rule, the thicknesses in (e) mark where relaxation becomes energetically possible, within this model and its stated uncertainties. Once a 200 nm cap is in place the single line sets the limit, and with $r_0=0.10$ nm the pair value overstates it by nearly half. The layer is grown before its cap, however, so a layer that must be stable at every stage has to stay below the uncapped value. Between these two limits it relies on slow glide until the cap is thick enough.

\section*{Calculated quantities}
\begin{verbatim}
shear modulus 68 GPa, Poisson ratio 0.22
Burgers vector 0.38 nm, core cutoff 0.10 nm
misfit strain 0.80 %, layer 20 nm, cap 200 nm
glide-plane angle 54.74 deg
b_e 0.3291 nm, b_s 0.1900 nm, b_x 0.1900 nm, b_z 0.2687 nm
biaxial modulus M 212.7 GPa, film stress 1.702 GPa
Lambda 0.1365 nm^2
prefactor g*Lambda 5.909 eV/nm
surface constant g*be^2*cos(2phi)/2 -0.782 eV/nm
largest error of edge constant, 3 angles 4.9e-05 (units g b^2)
driving work 40.36 eV/nm
uncapped single: formula 34.62, slip integral 34.61 eV/nm
capped single:   formula 48.79, slip integral 48.79 eV/nm
pair, very thick cap: formula 65.01, slip integral 64.96 eV/nm
pair under the 200 nm cap, slip integral 64.92 eV/nm
ratio pair/uncapped 1.878
ratio capped single/uncapped 1.409
critical strain: uncapped 0.686 %, capped single 0.967 %, pair 1.289 %
crossover cap H*: formula 3404 nm, slip integral 3376 nm
cap 20 nm: cheaper mode single, cost/uncapped 1.118
cap 50 nm: cheaper mode single, cost/uncapped 1.214
cap 200 nm: cheaper mode single, cost/uncapped 1.409
cap 1000 nm: cheaper mode single, cost/uncapped 1.671
cap 10000 nm: cheaper mode pair, cost/uncapped 1.878
critical thickness: uncapped 16.6 nm, capped single 24.2 nm, pair 35.6 nm
critical thickness ratio pair/uncapped 2.142
H* at the pair's critical thickness 10.8 um
core cutoff = b: pair/uncapped 1.842, H* 881 nm
surface energy 1.5 J/m^2: step 2.52 eV/nm
with step: pair/uncapped 1.751, H* 2217 nm
core cutoff = b and step: H* 569 nm
cubic constants C11, C12, C44 165, 65, 80 GPa
cubic/isotropic: log prefactor 0.972, biaxial modulus 0.840, critical strain about 1.156
modulus mismatch 4 %: pair energy shift at most 2.60 eV/nm
expansion mismatch 6.0e-07 /K over 550 K: strain 0.033 %, 4.1 % of misfit
rough array spacing where pairs take over under the cap 266 nm
glide barrier 2.2 eV, attempt rate 1e+13 /s
activated rate: 9.0e-01 /s at 850 K, 1.1e-24 /s at 300 K
\end{verbatim}
